# The One-Third Law for Donors Compensated by Triply Negative Cation Vacancies

## 1. What fixes the form of the answer

A triply negative cation vacancy holds three electrons that would otherwise be in the conduction band. At fixed temperature and fixed atomic chemical potentials, the density $V$ of such vacancies is therefore set by a three-electron equilibrium, $V=Kn^3$, where $n$ is the electron density. Since $V$ and $n$ are both in cm$^{-3}$, $K$ is in cm$^6$.

Suppose the vacancies carry nearly all the negative charge that balances the donors, whose density is $N_D$. Then $n$ enters the charge balance through $Kn^3$ alone, and $K$ and $N_D$ can appear only as the ratio $N_D/K$, in cm$^{-9}$. The one density that can be formed from it is

$$n\propto (N_D/K)^{1/3}.$$

The argument leaves open the prefactor, the approach to the law and its range. The range matters: the law is an intermediate asymptote, bounded below by weak compensation and above by Coulomb correlation or the failure of dilute, classical statistics. It is not a literal limit $N_D\to\infty$.

## 2. Equilibrium vacancy density

The basic model has these assumptions:

- all donors are ionized, and $N_D$ is prescribed;
- the vacancies are isolated, dilute and in the charge state $3-$;
- holes are negligible;
- the electrons are a classical gas in a parabolic band;
- interactions between charged defects enter through charge neutrality alone.

Energies are measured from the conduction-band edge $E_c$. Let $E_V$ be the formation energy of the vacancy when its three electrons are taken from a reservoir at $E_c$ and the removed cation goes to its own reservoir. For a Fermi level $E_F$ the formation energy is

$$E_{\rm form}=E_V-3(E_F-E_c).$$

The minus sign says that electrons taken from a higher level make the vacancy cheaper.

Let $N_s$ be the density of cation sites, $g$ the internal degeneracy of the vacancy, including any vibrational factor, and

$$N_c=2\left(\frac{2\pi m k T}{h^2}\right)^{3/2}$$

the effective density of states for band mass $m$. The free energy per volume, with cations exchanged with their reservoir, is

$$\begin{aligned}
F={}&kT\,n\left[\ln\frac{n}{N_c}-1\right]+V(E_V-kT\ln g)\\
&+kT\left[V\ln\frac{V}{N_s}+(N_s-V)\ln\left(1-\frac{V}{N_s}\right)\right].
\end{aligned}$$

The first term is the classical electron gas, the second the cost of the vacancies, and the third minus $T$ times their configurational entropy. Neutrality requires

$$n+3V=N_D,\qquad\text{so}\qquad \frac{dn}{dV}=-3.$$

The electron term has derivative $kT\ln(n/N_c)$ with respect to $n$. In the derivative of the last bracket the constants $+1$ and $-1$ cancel. Hence

$$\frac{dF}{dV}=E_V-kT\ln g+kT\ln\frac{V}{N_s-V}-3kT\ln\frac{n}{N_c}=0.$$

The second derivative, $kT[1/V+1/(N_s-V)+9/n]$, is positive, so this is the minimum. Exponentiation gives

$$\frac{V}{N_s-V}=g\,e^{-E_V/kT}\left(\frac{n}{N_c}\right)^3.$$

For $V\ll N_s$ the denominator becomes $N_s$, and

$$V=Kn^3,\qquad K=\frac{gN_s}{N_c^3}e^{-E_V/kT}.$$

The three in the exponent and the three in the charge balance have the same origin. For an acceptor of charge $-q$ the same minimization has $dn/dV=-q$, which gives $V\propto n^q$ and a compensated law $n\propto N_D^{1/q}$.

## 3. The cubic and its solution

Substituting $V=Kn^3$ into neutrality gives

$$n+3Kn^3=N_D.$$

The left side increases with $n$, so there is one positive root. Define

$$n_*=(3K)^{-1/2},\qquad x=\frac{n}{n_*},\qquad d=\frac{N_D}{n_*}.$$

Because $3Kn_*^2=1$, division of the cubic by $n_*$ gives $x+x^3=d$. At $x=1$ band electrons and vacancies carry equal charge, so $n_*$ marks the crossover, which occurs at $N_D=2n_*$.

To solve the cubic, set $x=(2/\sqrt3)\sinh\theta$. Then

$$x+x^3=\frac{2}{3\sqrt3}\left(3\sinh\theta+4\sinh^3\theta\right)=\frac{2}{3\sqrt3}\sinh3\theta,$$

and therefore

$$n=\frac{2n_*}{\sqrt3}\sinh\left[\frac13\operatorname{arsinh}\left(\frac{3\sqrt3}{2}\frac{N_D}{n_*}\right)\right].$$

For $N_D\ll n_*$ both hyperbolic functions are linear and $n\simeq N_D$: compensation is negligible. For $N_D\gg n_*$ the cubic term dominates, and

$$n\simeq(n_*^2N_D)^{1/3}=N_c\left[\frac{N_D\,e^{E_V/kT}}{3gN_s}\right]^{1/3}.$$

## 4. Error bound and local exponent

Let $u=d^{1/3}$, which is the one-third law in units of $n_*$, and let $f(x)=x+x^3$. First, $f(u)=u^3+u>u^3$, so the root lies below $u$. Next take $y=u-1/(3u)$. Its cube is

$$y^3=u^3-u+\frac1{3u}-\frac1{27u^3},$$

and adding $y$ gives

$$f(y)=u^3-\frac1{27u^3}<u^3.$$

Since $f$ is increasing, for every $d>0$

$$u-\frac1{3u}<x<u.$$

The law overestimates the cubic by less than $1/(3u^2)$, relative to the law's own value. The remaining gap follows by dividing the deficit $1/(27u^3)$ by the leading slope $f'\simeq3u^2$:

$$x=u-\frac1{3u}+\frac1{81u^5}+\cdots$$

A logarithmic plot of $n$ against $N_D$ shows the local exponent $p=d\ln n/d\ln N_D$. Differentiating the cubic,

$$\frac1p=\frac{n+9Kn^3}{n+3Kn^3}=\frac{1+3x^2}{1+x^2},$$

so

$$p=\frac{1+x^2}{1+3x^2}=\frac13+\frac{2}{3(1+3x^2)}.$$

Within this cubic model $p$ falls from 1 to $1/3$ and stays above $1/3$. For $p$ to lie within ten percent of $1/3$, the last term must be below $1/30$. This requires $x^2>19/3$, or $x>2.5$, which corresponds to $N_D>18.5\,n_*$.

## 5. When a one-third regime exists

The electrons must be compensated, $n\gg n_*$, yet nondegenerate, $n\ll N_c$. Inserting $K$ into $n_*$,

$$\frac{n_*}{N_c}=\left[\frac{N_c\,e^{E_V/kT}}{3gN_s}\right]^{1/2}\ll1.$$

The two limits meet at $E_V=kT\ln(3gN_s/N_c)$. Each decade of separation between $n_*$ and $N_c$ requires $E_V$ to be lower by $2kT\ln10$. Dilution is a separate condition:

$$\frac{V}{N_s}\simeq g\,e^{-E_V/kT}\left(\frac{n}{N_c}\right)^3\ll1.$$

A negative $E_V$ is admissible provided the formation energy at the actual Fermi level is positive and large compared with $kT$.

A small site fraction does not make the charged defects independent. In a medium of permittivity $\epsilon$ the screening length is

$$\lambda=\left[\frac{\epsilon kT}{e^2(n+9V+N_D)}\right]^{1/2},$$

where $e$ is the elementary charge; the term $N_D$ counts the donors as mobile at the equilibration temperature. In the Debye–Hückel approximation screening lowers the energy of a charge $qe$ by $q^2e^2/(8\pi\epsilon\lambda)$. A new vacancy gains this with $q^2=9$, while the three electrons it removes each had $q^2=1$. The vacancy energy therefore falls by

$$\Delta=\frac{6e^2}{8\pi\epsilon\lambda}.$$

The ideal model requires $\Delta\ll kT$. When $\Delta$ reaches $kT$ or more, this linear estimate is itself unreliable and serves only as a warning.

## 6. Worked example

The example uses round model parameters: $T=1300$ K, $m=0.3\,m_e$, $N_s=4\times10^{22}$ cm$^{-3}$, $g=1$ and $E_V=-0.20$ eV. Then $kT=0.1120$ eV and $N_c=3.72\times10^{19}$ cm$^{-3}$. The Boltzmann factor is $e^{0.20/0.1120}=5.96$, so

$$K=\frac{(4\times10^{22})(5.96)}{(3.72\times10^{19})^3}=4.63\times10^{-36}\ {\rm cm^6},$$

$$n_*=(3K)^{-1/2}=2.68\times10^{17}\ {\rm cm^{-3}}.$$

The ratio $n_*/N_c=0.0072$ leaves about two decades between the limits. They would meet at $E_V=0.905$ eV. At $N_D=10^{20}$ cm$^{-3}$ the law gives

$$n\simeq\left[(2.68\times10^{17})^2\,10^{20}\right]^{1/3}=1.93\times10^{18}\ {\rm cm^{-3}}.$$

Densities below are in cm$^{-3}$.

| $N_D$ | $n$, cubic | $n$, law | $p$, cubic |
|---|---|---|---|
| $10^{17}$ | $8.99\times10^{16}$ | $1.93\times10^{17}$ | 0.832 |
| $10^{18}$ | $3.59\times10^{17}$ | $4.16\times10^{17}$ | 0.438 |
| $10^{19}$ | $8.69\times10^{17}$ | $8.96\times10^{17}$ | 0.354 |
| $10^{20}$ | $1.918\times10^{18}$ | $1.930\times10^{18}$ | 0.338 |

In the first row the law exceeds the donor density itself, because it is being used below the crossover. In the last row $u=7.20$, and the bound $1/(3u^2)$ is 0.64% of the law. The actual excess is 0.65% of the cubic value; the two percentages have different denominators.

At the highest doping $V=3.27\times10^{19}$ cm$^{-3}$, and the charge balance reads $1.92\times10^{18}+3(3.27\times10^{19})=1.00\times10^{20}$ cm$^{-3}$. The Fermi level is 0.332 eV below $E_c$, so the formation energy is $-0.20+3(0.332)=0.80$ eV. The vacancies occupy $8.2\times10^{-4}$ of the cation sites.

Coulomb correlation is nevertheless strong. For a relative permittivity of 10, the shift $\Delta$ of Section 5 is about $2kT$ at $N_D=5\times10^{18}$ cm$^{-3}$, where the one-third regime begins, and about $10kT$ at $10^{20}$ cm$^{-3}$ (1.8 and $8.4kT$ if the donors are left out of the screening). This condition is stricter than $n_*\ll N_c$, and in the example it leaves no window. At the onset $N_D=18.5\,n_*$ the shift scales as $n_*^{1/2}$, so it falls to $0.35kT$ only for $E_V=-1.0$ eV and to about $0.15kT$ for $E_V=-1.4$ eV. The table therefore illustrates the ideal model and does not predict carrier densities in a real material.

The statistical steps were tested by a canonical sum in a box of volume $\Omega$ containing $10^6$ donors. A state with $v$ vacancies and $N_e=10^6-3v$ electrons has weight

$$\binom{N_s\Omega}{v}g^v e^{-vE_V/kT}\frac{(N_c\Omega)^{N_e}}{N_e!}.$$

Its mean electron density agrees with the cubic to within $10^{-3}$ at all four dopings, without assuming mass action. It uses the same energies, so it tests the statistics and not the physical model. At the highest doping it lies 0.03% above the cubic. Site blocking accounts for this: at nearly fixed $V$, the factor $N_s-V$ raises $n$ by the fraction $V/(3N_s)=2.7\times10^{-4}$ of itself.

## 7. Degenerate electrons

For any electron statistics the derivative of the electron free energy with respect to $n$ is the chemical potential. With $\eta=(E_F-E_c)/kT$, the dilute vacancy density is therefore

$$V=gN_s e^{-E_V/kT+3\eta},$$

while $n=N_c\mathcal F(\eta)$, where

$$\mathcal F(\eta)=\frac2{\sqrt\pi}\int_0^\infty\frac{\sqrt t\,dt}{1+e^{t-\eta}}.$$

In the compensated regime $N_D\simeq3V$, so $d\ln N_D/d\eta=3$ and

$$p=\frac13\frac{d\ln\mathcal F}{d\eta}.$$

For weak degeneracy, expanding the integrand in $z=e^\eta$ gives $\mathcal F=z-z^2/\sqrt8+\cdots$. Its logarithmic derivative is $1-z/\sqrt8$ to first order, and to this order $z=n/N_c$. Thus

$$p\simeq\frac{1}{3[1+n/(\sqrt8N_c)]}.$$

At $n/N_c=0.187$ the integral gives 0.3127 and this formula 0.3126.

For strong degeneracy $\mathcal F\propto\eta^{3/2}$, so $p\simeq1/(2\eta)$. Since $\eta$ grows as $\frac13\ln N_D$, the electron density then grows as a power of a logarithm. At $\eta=30$ the integral gives 0.01664 against 0.01667.

The second limit has physical content only if the vacancies remain dilute. In the worked example they do not: at $\eta=0$ the dilute formula already gives $V/N_s=5.96$, so dilution fails before strong degeneracy is reached.

## 8. Neutral donors and the doubly negative vacancy

A fuller neutrality equation includes Fermi statistics, site blocking, holes, neutral donors and the charge state $2-$. The added parameters are a 5 eV gap, a hole mass $m_e$, a donor level $E_d=0.03$ eV below the band, and a $(2-/3-)$ level $\varepsilon$ lying 1.0 eV below $E_c$, with $g_2=6$ for the $2-$ state. The relevant ratios are

$$\frac{V^{2-}}{V^{3-}}=\frac{g_2}{g}e^{-(E_F-\varepsilon)/kT},\qquad \frac{N_D^0}{N_D^+}=2e^{\eta+E_d/kT}.$$

At $N_D=10^{20}$ cm$^{-3}$ this model gives $n=1.80\times10^{18}$ cm$^{-3}$, 6% below the cubic. The parts can be estimated separately. The ionized fraction 0.886 multiplies $n$ by about $0.886^{1/3}=0.960$. Fermi statistics at fixed $\eta$ contribute about 0.982. The ratio $V^{2-}/V^{3-}=0.016$ adds about 1% to the compensating charge and contributes 0.996. The product is 0.94, as found. Holes, at about 190 cm$^{-3}$, do not matter.

The local exponent becomes 0.321. One third is thus a lower bound within the cubic model but not in the fuller one. Most of both changes comes from the assumed fixed donor level: without neutral donors the density is 2% below the cubic and the exponent is 0.333. That level is doubtful at this doping. For a relative permittivity of 10 the hydrogenic donor radius is 1.8 nm, while the screening length of Section 5 is 0.4 nm, too short for a screened hydrogenic donor to bind; with screening by the electrons alone it remains bound by about 0.02 eV.

## 9. Donor–vacancy pairs

A positive donor can bind to a vacancy and form a pair of charge $2-$. Let $D$ now denote the density of free ionized donors and $P$ that of pairs. If donors occupy cation sites, each vacancy has $z_n$ neighbouring sites, and each holds a donor with dilute weight $(D/N_s)e^{E_b/kT}$, where $E_b$ is the binding energy. The model allows at most one bound donor per vacancy; larger clusters are left out, and the saturation found below depends on this restriction. Therefore

$$P=K_pVD,\qquad K_p=\frac{z_n}{N_s}e^{E_b/kT}.$$

Neutrality and donor conservation are

$$n+3V+2P=D,\qquad D+P=N_D.$$

Substituting $V=Kn^3$ into neutrality and solving for $n^3$,

$$n^3=\frac{D-n}{3K+2KK_pD}=\frac{1}{2KK_p}\,\frac{1-n/D}{1+3/(2K_pD)}.$$

For $K_pD\gg1$ and $n\ll D$ the second fraction tends to one, and

$$n\to(2KK_p)^{-1/3}.$$

The donor density has cancelled: more donors also stabilize more pairs, and the electron density saturates. In this limit $D=2P$, so one third of all donors are in pairs.

With $z_n=12$ and $E_b=1.0$ eV, $K_p=2.26\times10^{-18}$ cm$^3$ and the saturation density is $3.63\times10^{17}$ cm$^{-3}$. At $N_D=10^{20}$ cm$^{-3}$ the coupled equations give $3.61\times10^{17}$ cm$^{-3}$ and a local exponent of 0.005. The density is about five times below the isolated-vacancy result. These numbers hold only if a second donor binds much more weakly than the first. If it binds with the same energy, two-donor clusters outnumber pairs at this doping, $n$ is $1.4\times10^{17}$ cm$^{-3}$, and it falls with doping, with local exponent $-0.30$.

Eliminating $D$ from the two balances gives $n+3V+3P=N_D$. Pairs can therefore be ignored when $P\ll V$, which is ensured by $K_pN_D\ll1$, here $N_D\ll4.4\times10^{17}$ cm$^{-3}$. The ten-percent criterion of Section 4 needs $N_D>5\times10^{18}$ cm$^{-3}$. With this binding energy there is no one-third regime.

## 10. Cooling with frozen vacancies

Suppose the vacancies stop equilibrating at temperature $T$ and keep their density and charge on cooling. If all donors are ionized both at $T$ and at the measurement temperature, neutrality gives

$$n_{\rm cold}=N_D-3V=n(T),$$

and the cold carrier density inherits the one-third law.

This requires more than a small neutral fraction. If neutral donors exist at $T$, the cold density depends on what becomes of them. A fixed bound level fills further on cooling, and the band density then falls below $n(T)$. If instead the level merges with the band, so that all donors are ionized in the cold crystal, the density is $n(T)+N_D^0(T)$. For a small neutral fraction and nondegenerate electrons,

$$\frac{N_D^0}{n}\simeq\frac{2N_D}{N_c}e^{E_d/kT}.$$

The neutral density must be small compared with $n$, not merely with $N_D$. In the fuller model at $10^{20}$ cm$^{-3}$ the neutral density is $(1-0.886)N_D=1.1\times10^{19}$ cm$^{-3}$, six times $n(T)$. The 6% agreement at high temperature therefore does not carry over to the cooled crystal. While $n(T)\propto N_D^{1/3}$, this neutral contribution grows as $N_D^{4/3}$. In the example it is already about a third of $n(T)$ at $N_D=5\times10^{18}$ cm$^{-3}$, where the one-third regime begins, so with a merged level the cooled crystal shows no clean one-third range. Whether a separate bound donor level survives at such doping is outside this model.

The vacancy charge matters too. A $V^{2-}$ that captures an electron on cooling removes it from the band, so the density of $V^{2-}$ must be small compared with $n$, not merely with $V^{3-}$. In the fuller model at $10^{20}$ cm$^{-3}$ it is about a quarter of $n(T)$.

## 11. Use in a calculation

Compute $K$ and $n_*$ at the temperature where the vacancies equilibrate, then obtain $n$ from the hyperbolic formula, which covers both sides of the crossover. Do not obtain $n$ by subtracting an independently estimated $3V$ from $N_D$. In the last row of the table, a 1% error in $V$ would change that difference by about 51% of $n$.

Then check $n/N_c$, $V/N_s$, $V^{2-}/V^{3-}$, the neutral donors and $K_pN_D$. If one of them is not small, solve the corresponding fuller equations. Check also the Coulomb shift $\Delta$ of Section 5: if it is not small compared with $kT$, the equations given here do not suffice. For a cooled crystal, compare the neutral donors and $V^{2-}$ with $n$. The chemical potentials must be held fixed along a doping series: a change in them alters $E_V$ and hence $K$, and the measured slope is then no longer the exponent derived here. The numerical output gives the values to more digits than the physical model warrants, so that the algebra can be checked.

## Computed values

```
temperature = 1300 K; kT = 0.11203 eV
electron mass = 0.3 m_e; hole mass = 1.0 m_e
cation-site density N_s = 4.00e+22 cm^-3; g = 1
E_V at band edge = -0.20 eV
N_c = 3.7195e+19 cm^-3
K = 4.6339e-36 cm^6
crossover density n_star = 2.6820e+17 cm^-3
n_star/N_c = 0.00721
E_V at which n_star = N_c: 0.905 eV
Table: densities in cm^-3; exponent has no unit
N_D | n cubic | n law | n partition sum | n fuller model
1.0e+17 | 8.9900e+16 | 1.9304e+17 | 8.9900e+16 | 8.7823e+16
1.0e+18 | 3.5865e+17 | 4.1589e+17 | 3.5865e+17 | 3.4845e+17
1.0e+19 | 8.6925e+17 | 8.9600e+17 | 8.6927e+17 | 8.3885e+17
1.0e+20 | 1.9180e+18 | 1.9304e+18 | 1.9185e+18 | 1.8039e+18
N_D | V(3-) from cubic | exponent from cubic | n/n_star
1.0e+17 | 3.3668e+15 | 0.8319 | 0.3352
1.0e+18 | 2.1378e+17 | 0.4381 | 1.3372
1.0e+19 | 3.0436e+18 | 0.3538 | 3.2410
1.0e+20 | 3.2694e+19 | 0.3377 | 7.1511
At N_D = 1e20 cm^-3:
  n/N_c = 0.0516
  E_F - E_c = -0.3321 eV
  V(3-) formation energy = 0.7964 eV
  vacancy site fraction = 8.174e-04
  law relative excess over cubic = 0.648 %
  exponent from partition sum = 0.3379
  exponent from fuller model = 0.3212
  fuller/cubic density ratio = 0.9405
  fuller-model V(2-)/V(3-) = 0.0162
  fuller-model ionized donor fraction = 0.8858
  fuller-model hole density = 1.90e+02 cm^-3
fuller model inputs: gap 5.0 eV, donor depth 0.03 eV
  (2-/3-) level 1.0 eV below E_c, V(2-) degeneracy 6
series coefficient of u^-5 = 0.0123461
weak degeneracy: n/N_c = 0.1872, exponent numeric 0.31274, formula 0.31264
strong degeneracy: eta = 30, exponent numeric 0.01664, formula 0.01667
pair binding = 1.0 eV; neighbour sites = 12
pairing constant K_p = 2.2588e-18 cm^3
n with pairs at N_D 1e19 = 3.4608e+17 cm^-3
n with pairs at N_D 1e20 = 3.6100e+17 cm^-3
pairing saturation density = 3.6284e+17 cm^-3
pairing exponent at N_D 1e20 = 0.00504
```
